# Comment on equating diffusion capacitance with stored charge per volt

## The argument under review

The author considers a forward-biased p⁺n diode with a long n region and wants its diffusion capacitance. The argument runs as follows.

1. The holes stored in the n region carry a charge $Q=I\tau$, where $I$ is the current and $\tau$ the hole lifetime.
2. Differentiation gives $dQ/dV=g\tau$, with $g=dI/dV$.
3. Capacitance is charge per volt, so the diffusion capacitance is $g\tau$.
4. As support, the author inserts $Q=g\tau v$ for a small signal $v$ into the charge balance $i=Q/\tau+dQ/dt$ and finds the admittance $g(1+i\omega\tau)$.

The author then notes that the diffusion equation gives $g\sqrt{1+i\omega\tau}$, whose low-frequency capacitance is smaller, and suspects an error in that calculation. Both the stored charge and the balance equation look sound. Which step fails, and what happens to the charge that the admittance does not show?

## Steps 1 and 2 are correct

I take the model that the argument implies. The n region is neutral and field-free, injection is low, and the hole diffusivity $D$ and lifetime $\tau$ are constant. Electron injection into the p⁺ side is neglected, as are series resistance and recombination in the depletion layer. The depletion capacitance is a separate element in parallel and is left out below.

Let $x$ be the depth into the n region, measured from the edge of the depletion layer, and $p(x,t)$ the excess hole density. It obeys

$$\frac{\partial p}{\partial t}=D\frac{\partial^2p}{\partial x^2}-\frac{p}{\tau}.$$

The edge density is assumed to follow the junction voltage at once:

$$p(0,t)=P(V)=p_n\left(e^{qV/kT}-1\right),$$

where $p_n$ is the equilibrium hole density and $q>0$ the elementary charge.

In the steady state $Dp''=p/\tau$. The solution that vanishes at great depth is $p=P\,e^{-x/L}$ with $L=\sqrt{D\tau}$. For junction area $A$, the current of holes entering the n region is

$$I=-qAD\,p'(0)=\frac{qAD}{L}P,$$

and the stored charge is

$$Q=qA\int_0^\infty p\,dx=qALP=\frac{L^2}{D}I=I\tau .$$

Since $\tau$ does not depend on $V$, $dQ/dV=g\tau$ follows. With $P'=dP/dV=(q/kT)\,p_n e^{qV/kT}$ and $I_s=qADp_n/L$, the conductance is

$$g=\frac{qAD}{L}P'=\frac{q(I+I_s)}{kT}.$$

So $g\tau$ correctly measures how much more charge is stored in one steady state than in a neighbouring one. Whether a capacitance measurement sees that charge is a different question, because an ordinary capacitor can give up its charge only through its terminals, whereas holes can also recombine.

## Step 4 contains the fault

Integrating the diffusion equation over the n region and multiplying by $qA$ gives

$$\frac{dQ}{dt}=-qAD\,p'(0,t)-\frac{Q}{\tau}=i-\frac{Q}{\tau},$$

because the flux vanishes at great depth. The balance used by the author is therefore exact within the model. The doubtful ingredient is $Q=g\tau v$, which is a steady-state relation applied to a changing voltage.

To test it, let the voltage have a small part $\tilde v\,e^{i\omega t}$ with $|\tilde v|\ll kT/q$, and write the small parts of the other quantities in the same way. The edge condition becomes $\tilde p(0)=P'\tilde v$, and the diffusion equation becomes

$$D\tilde p''=\left(\frac1\tau+i\omega\right)\tilde p .$$

Its decaying solution is

$$\tilde p=P'\tilde v\,e^{-\lambda x},\qquad \lambda=\frac{\sqrt{1+i\omega\tau}}{L},$$

with the root that has a positive real part. The junction current and the stored charge are

$$\tilde i=qAD\lambda P'\tilde v=g\sqrt{1+i\omega\tau}\;\tilde v,$$

$$\tilde Q=\frac{qAP'\tilde v}{\lambda}=\frac{g\tau}{\sqrt{1+i\omega\tau}}\;\tilde v .$$

The last form uses $qAP'L=gL^2/D=g\tau$. The charge does not follow the voltage without delay. At low frequency

$$\tilde Q\simeq g\tau\left(1-\frac{i\omega\tau}{2}\right)\tilde v,$$

which is a lag by a time $\tau/2$.

It may seem that a small lag can be dropped when $\omega\tau\ll1$. In the term $dQ/dt$ it can, since there it enters at order $\omega^2$. In the term $Q/\tau$ it cannot:

$$i\omega\tilde Q\simeq i\omega g\tau\,\tilde v,\qquad
\frac{\tilde Q}{\tau}\simeq g\tilde v-\frac{i\omega g\tau}{2}\tilde v .$$

The recombination current lags the voltage, and its lagging part acts as a negative capacitance of the same order as the positive one. I define $C=\operatorname{Im}Y/\omega$ with $Y=\tilde i/\tilde v$. The two contributions then give

$$C=g\tau-\frac{g\tau}{2}=\frac{g\tau}{2}\qquad(\omega\tau\ll1).$$

The diffusion calculation needs no repair, and it agrees with the charge balance. The author kept the first-order term from storage and discarded the first-order term from recombination.

## Where the other half goes

The minus sign above has a direct meaning in time. Suppose the diode has been in a steady state with charge $Q_0$, and at $t=0$ the junction voltage is switched to zero and held there. The edge density is then zero, so a hole that reaches the edge is withdrawn. All the excess holes must disappear, either through the junction or by recombination.

Set $p=e^{-t/\tau}f$. This removes the recombination term, so $f$ obeys plain diffusion with $f(0,t)=0$ and $f(x,0)=Pe^{-x/L}$. For a unit source at depth $y$, the method of images gives the difference of two Gaussians centred at $y$ and $-y$, each of variance $2Dt$. The integral of this difference over $x>0$ is $\operatorname{erf}(y/\sqrt{4Dt})$. Hence

$$Q(t)=qAP\,e^{-t/\tau}\int_0^\infty \operatorname{erf}\!\left(\frac{y}{\sqrt{4Dt}}\right)e^{-y/L}\,dy .$$

Integrate by parts. The boundary terms vanish, and the integral becomes

$$L\,\frac{2}{\sqrt\pi}\int_0^\infty \exp\!\left(-\frac{y^2}{4Dt}-\frac yL\right)\frac{dy}{\sqrt{4Dt}} .$$

With $u=t/\tau=Dt/L^2$, completing the square gives

$$\frac{y^2}{4Dt}+\frac yL=\left(\frac{y}{\sqrt{4Dt}}+\sqrt u\right)^2-u ,$$

so the integral equals $L\,e^{u}\operatorname{erfc}\sqrt u$. The factor $e^u$ cancels $e^{-t/\tau}$, and $qAPL=Q_0$, so

$$Q(t)=Q_0\operatorname{erfc}\sqrt{t/\tau}.$$

The charge lost to recombination is

$$\int_0^\infty\frac{Q}{\tau}\,dt=Q_0\int_0^\infty\operatorname{erfc}\sqrt u\;du
=Q_0\int_0^\infty u\,\frac{e^{-u}}{\sqrt{\pi u}}\,du=\frac{\Gamma(3/2)}{\sqrt\pi}Q_0=\frac{Q_0}{2}.$$

The middle step is an integration by parts, with $d(\operatorname{erfc}\sqrt u)/du=-e^{-u}/\sqrt{\pi u}$. The remaining $Q_0/2$ returns through the junction. The return current is

$$i_r=-\frac{dQ}{dt}-\frac Q\tau=\frac{Q_0}{\tau}\left[\frac{e^{-u}}{\sqrt{\pi u}}-\operatorname{erfc}\sqrt u\right].$$

It diverges as $t^{-1/2}$ at the start, because an ideal voltage step makes the density gradient at the edge infinite. Its integral is finite. In a real circuit, series resistance limits this initial current. It also delays the fall of the junction voltage, so when it is not small compared with $V/I$, noticeably less than half of the charge returns.

To connect this with $C$, consider a small downward step $\Delta V$ about a forward bias. The equations for the small changes are linear, so the surplus over the new steady state decays by the same law, with $Q_0$ replaced by $g\tau\Delta V$. The charge that comes back is $g\tau\Delta V/2$. A capacitor $C$ in parallel with a conductance $g$ would return $C\Delta V$ in the same step, which again gives $C=g\tau/2$. Except just after the step, the returned charge appears as a reduced forward current and not as a reversed one.

## Why the fraction is one half

The fraction can also be found hole by hole. Let $h(x)$ be the probability that a hole at depth $x$ reaches the junction edge before it recombines. In a short time $dt$ it survives with probability $1-dt/\tau$ and makes a random displacement of mean zero and variance $2D\,dt$. Therefore

$$h=\left(1-\frac{dt}{\tau}\right)\left(h+D\,h''\,dt\right)\quad\Rightarrow\quad Dh''=\frac h\tau ,$$

to first order in $dt$. With $h(0)=1$ and $h\to0$ at great depth, $h=e^{-x/L}$.

The stored holes have the normalized distribution $e^{-x/L}/L$, so the mean probability of return is

$$\frac1L\int_0^\infty e^{-x/L}\,e^{-x/L}\,dx=\frac12 .$$

Holes near the junction are mostly recovered and deep ones mostly lost. The one half belongs to a long base without a field. A built-in field would change both the stored distribution and the probability of return, and a finite base changes them too, as the next section shows.

## Finite bases, and a case where the author is right

Let the n region end at $x=W$. The back contact is either ohmic, with $p(W)=0$, or blocking, with $p'(W)=0$. The return probability $h$ obeys the same equation and the same condition at $W$, with $h(0)=1$. The steady change of density per volt is $P'h(x)$, so

$$\frac{dQ}{dV}=qAP'\int_0^W h\,dx .$$

At low frequency write $\tilde p=P'\tilde v\,(h+i\omega\psi)$. The terms of first order in $\omega$ give

$$D\psi''-\frac\psi\tau=h,\qquad \psi(0)=0,$$

with the same back condition for $\psi$. The terminal current equals the hole current at the junction edge, so $C=-qADP'\psi'(0)$. To find $\psi'(0)$, multiply the equation for $\psi$ by $h$ and integrate by parts twice:

$$\int_0^W h^2dx=D\left[h\psi'-h'\psi\right]_0^W+\int_0^W\psi\left(Dh''-\frac h\tau\right)dx=-D\psi'(0).$$

The last integral vanishes by the equation for $h$. The bracket vanishes at $W$ for either contact, and at $x=0$ it equals $\psi'(0)$. Thus

$$C=qAP'\int_0^W h^2dx=\frac{dQ}{dV}\,\frac{\int_0^W h^2dx}{\int_0^W h\,dx}.$$

The capacitance is the stored charge per volt times the mean probability of return.

For a short base with an ohmic contact, $W\ll L$, recombination in the volume is negligible and $h=1-x/W$. The integrals are $W/3$ and $W/2$, so the ratio is $2/3$. The missing third leaves through the back contact. With $g=qADP'/W$ in this limit,

$$\frac{dQ}{dV}=\frac{gW^2}{2D},\qquad C=\frac{gW^2}{3D}.$$

For a short base with a blocking contact, $h\simeq1$ throughout. A hole crosses the base many times before it recombines, so nearly every stored hole can be recovered, and $C\simeq dQ/dV$. The full admittance shows the same. The solution $\tilde p\propto\cosh\lambda(W-x)$ gives

$$Y=qADP'\lambda\tanh\lambda W\simeq qADP'\lambda^2W=\frac{qAP'W}{\tau}(1+i\omega\tau)\qquad(|\lambda|W\ll1).$$

The prefactor is $g$ for this base, so this is the author's formula. It holds when the density stays uniform across the base, so that the whole charge follows the edge density without appreciable lag. A long field-free base does not meet that condition at any frequency, since its charge is spread over a diffusion length and diffusion over that distance takes a time of order $\tau$.

## Replacing $\tau$ by $\tau/2$ is not a general cure

One might keep a parallel conductance and capacitor and correct the value to $g\tau/2$. For the long diode this works at low frequency only. Expanding the root to third order,

$$\sqrt{1+i\omega\tau}\simeq1+\frac{i\omega\tau}{2}+\frac{(\omega\tau)^2}{8}-\frac{i(\omega\tau)^3}{16},$$

gives

$$G\simeq g\left[1+\frac{(\omega\tau)^2}{8}\right],\qquad C\simeq\frac{g\tau}{2}\left[1-\frac{(\omega\tau)^2}{8}\right],$$

where $G=\operatorname{Re}Y$. In the opposite limit, $\sqrt{i\omega\tau}=(1+i)\sqrt{\omega\tau/2}$, so

$$C\simeq g\sqrt{\frac{\tau}{2\omega}},\qquad \arg Y\to45^\circ\qquad(\omega\tau\gg1).$$

The density oscillation then decays over a depth $\sqrt{2D/\omega}$, much less than $L$. Deeper holes barely respond, and the capacitance falls as the active layer thins.

## A numerical case

Take a model diode with round parameters: $T=300$ K, $A=1$ mm², $D=10$ cm²/s, $\tau=1$ µs, $p_n=10^{10}$ m⁻³, donor density $10^{22}$ m⁻³ and $V=0.60$ V. The diffusion length is

$$L=\sqrt{(10\ \text{cm}^2/\text{s})(10^{-6}\ \text{s})}=31.6\ \text{µm}.$$

The excess hole density at the edge is 1.2% of the donor density, which is consistent with low injection. The current is 0.6085 mA, and $I_s$ is negligible beside it. With $kT/q=25.852$ mV,

$$g=\frac{0.6085\ \text{mA}}{25.852\ \text{mV}}=23.54\ \text{mS},\qquad g\tau=23.54\ \text{nF}.$$

Changing the bias slightly and recounting the stored charge also gives $dQ/dV=23.54$ nF, as the author claims. The numerical solution of the diffusion equation at $\omega\tau=0.01$ gives

$$C=23.54\ \text{nF}-11.77\ \text{nF}=11.77\ \text{nF},$$

where the first term comes from $dQ/dt$ and the second from $Q/\tau$. An experimenter who set $\tau=C/g$ would obtain 0.50 µs for a lifetime of 1 µs. For a long, field-free base at $\omega\tau\ll1$ the correct reading is $\tau=2C/g$, where $C$ is the diffusion part that remains after the depletion capacitance has been subtracted from the measured value. A series resistance $R_s$ lowers the measured ratio of capacitance to conductance by the factor $1/(1+gR_s)$, so it must be corrected for unless $gR_s\ll1$.

At $\omega\tau=1$, a frequency of 159 kHz, $C$ has fallen to 10.7 nF and $G$ has risen to 25.9 mS. At $\omega\tau=100$ the capacitance is 1.66 nF and the phase is 44.7°, close to the high-frequency limit. These values are for the diffusion admittance alone. In a real diode the depletion capacitance adds to $C$ and raises the phase, and its share grows as the diffusion part falls.

When the junction is switched to zero bias, the stored 0.6085 nC divides into 0.304 nC returned and 0.304 nC recombined. The two processes keep different time. At $t=0.25\tau$ the return current is 0.40 of $Q_0/\tau$ and the recombination current 0.48. At $t=\tau$ they are 0.05 and 0.16. The holes still present at late times are therefore lost mainly by recombination.

For finite bases, the computed ratio $C/(dQ/dV)$ at $W=0.1L$ is 0.666 with an ohmic contact and 0.997 with a blocking one. At $W=3L$ the two values are 0.539 and 0.515, both approaching one half as the back contact loses its influence. The full numerical output follows this comment.

## Recommendation

The statement $dQ/dV=g\tau$ should stay, described as the change of stored charge between steady states. Step 3 should be withdrawn for the long diode, and step 4 should use the charge that the diffusion equation gives at frequency $\omega$. If the author wishes to keep $C=g\tau$, the holes must be confined near the junction. Without a field this means a base much shorter than $L$ with a blocking back contact, at frequencies with $|\lambda|W\ll1$. A real contact has a recombination velocity $S$, which adds to the loss $W/\tau$ in a thin base and gives $C\simeq g\tau/(1+S\tau/W)$, so $S\ll W/\tau$ is also required. A long base approaches $C=g\tau$ as well if a built-in field drives the holes toward the junction at a speed $v_d\gg L/\tau$, since this confines them to a layer of thickness $D/v_d\ll L$.

The revised text should also state the limits of the model. At high injection, the edge condition and the field-free transport used here no longer hold. With appreciable series resistance, the terminal voltage differs from the junction voltage, and $Y$ describes the junction alone. If electrons are also injected into a long p region under the same assumptions, their current adds to that of the holes. Each side then contributes half the product of its own conductance and lifetime to the low-frequency capacitance.

## Table of computed values

```
temperature = 300 K
thermal voltage kT/q = 25.852 mV
bias = 0.60 V
junction area = 1.0 mm^2
hole diffusivity D = 10.0 cm^2/s
hole lifetime tau = 1.0 microseconds
equilibrium hole density = 1.0e+10 m^-3
donor density = 1.0e+22 m^-3
diffusion length L = 31.62 micrometres
edge excess hole density = 1.201e+20 m^-3
edge excess / donor density = 0.0120
saturation current = 5.067e-14 A
bias current I = 0.6085 mA
stored charge Q = 0.6085 nC
conductance g = 23.538 mS
dQ/dV by varying the bias = 23.538 nF
product g tau = 23.538 nF
capacitance at omega tau = 0.01: 11.769 nF
  part from dQ/dt = 23.537 nF
  part from Q/tau = -11.766 nF
frequency at omega tau = 1: 159.15 kHz
omega tau | G (mS) | C (nF) | phase (degrees)
   0.01 | 23.539 | 11.769 | 0.29
   0.10 | 23.568 | 11.754 | 2.86
   1.00 | 25.861 | 10.712 | 22.50
  10.00 | 55.327 | 5.007 | 42.14
 100.00 | 167.283 | 1.656 | 44.71
high-frequency law for C at omega tau = 100: 1.664 nF
After switching the junction to zero bias:
  fraction returned through junction = 0.5000
  fraction recombined = 0.4999
  charge returned = 0.3042 nC
  charge recombined = 0.3042 nC
t/tau | remaining fraction of Q | return current / (Q/tau)
0.25 | 0.4795 | 0.3993
1.00 | 0.1573 | 0.0503
start depth / L | probability of return
0.505 | 0.6035
1.005 | 0.3660
2.005 | 0.1347
back contact | base width / L | C / (dQ/dV)
ohmic | 0.1 | 0.6663
ohmic | 1.0 | 0.6373
ohmic | 3.0 | 0.5386
blocking | 0.1 | 0.9967
blocking | 1.0 | 0.7757
blocking | 3.0 | 0.5149
```
